# Screened-Exchange LDA from Generalized Kohn-Sham Theory

## The double-counting problem

An electron in a solid exchanges with its neighbours through an interaction that the other electrons screen. The corresponding operator is nonlocal, so it can act differently on a filled valence state and an empty conduction state even where their densities are alike. A local exchange-correlation potential cannot. One would therefore like to add screened exchange to a calculation in the local-density approximation (LDA). The LDA already contains exchange, however, and adding the operator alone would count part of it twice.

The screened-exchange LDA (sX-LDA) removes the duplicate with a local term taken from the electron gas. Generalized Kohn-Sham theory determines that term, including the derivative that turns its energy into a potential.

Hartree atomic units are used. The system is unpolarised, with $N/2$ doubly occupied orbitals $\phi_i$ and

$$\rho(\mathbf r,\mathbf r')=2\sum_{i}^{N/2}\phi_i(\mathbf r)\phi_i^*(\mathbf r'),\qquad n(\mathbf r)=\rho(\mathbf r,\mathbf r).$$

The screened interaction is $w(s)=e^{-k_s s}/s$, with Fourier transform $4\pi/(q^2+k_s^2)$. The constant $k_s$ is an input, held fixed whenever orbitals are varied at given $N$ and volume.

## The exact frame

For one spin, the exchange energy is $-\frac12\iint|\rho_\sigma|^2w$. With $\rho_\sigma=\rho/2$, the two spins together give

$$E_{\rm sx}[\Phi]=-\frac14\iint|\rho(\mathbf r,\mathbf r')|^2\,w(|\mathbf r-\mathbf r'|)\,d^3r\,d^3r'.$$

Let $T[\Phi]$ be the kinetic energy of a closed-shell determinant $\Phi$ and $U[n]$ the Hartree energy. Define

$$S[\Phi]=T[\Phi]+U[n]+E_{\rm sx}[\Phi],\qquad F_S[n]=\min_{\Phi\to n}S[\Phi].$$

Let $F_{\rm int}[n]$ be the minimum of kinetic plus full Coulomb energy over all interacting wavefunctions with density $n$. The remainder is

$$R[n]=F_{\rm int}[n]-F_S[n].$$

The ground-state energy in an external potential $v$ is then

$$E_0=\min_n\Big\{\min_{\Phi\to n}S[\Phi]+R[n]+\int vn\Big\}
=\min_\Phi\Big\{S[\Phi]+R[n_\Phi]+\int vn_\Phi\Big\}.$$

The two minimisations merge because $R$ and $\int vn$ are the same for every $\Phi$ in the inner search. Nothing has been approximated: $R$ contains the part of exchange missing from $E_{\rm sx}$ and all correlation, including its kinetic part. The minima are assumed to be attained, and the orbital equation below needs $R$ to be differentiable.

## The orbital equation

Vary $\phi_i^*$ with orthonormality imposed by multipliers $2\varepsilon_{ij}$. Since $E_{\rm sx}$ is quadratic in $\rho$, its variation has two equal parts:

$$\delta E_{\rm sx}=-\frac12\iint\rho(\mathbf r,\mathbf r')\,w\,\delta\rho(\mathbf r',\mathbf r)\,d^3r\,d^3r',\qquad
\delta\rho(\mathbf r',\mathbf r)=2\phi_i(\mathbf r')\,\delta\phi_i^*(\mathbf r).$$

The kinetic and local terms vary as $2(-\frac12\nabla^2\phi_i)$ and $2(v+v_H+v_R)\phi_i$, where $v_H$ is the Hartree potential and $v_R=\delta R/\delta n$. Dividing everything by the common factor 2 leaves the exchange operator with the factor $\frac12$:

$$\Sigma_{\rm sx}(\mathbf r,\mathbf r')=-\frac12\rho(\mathbf r,\mathbf r')\,w(|\mathbf r-\mathbf r'|).$$

A unitary rotation of the occupied orbitals changes neither $\rho$ nor the energy, so the Hermitian matrix $\varepsilon_{ij}$ can be diagonalised:

$$\Big[-\tfrac12\nabla^2+v+v_H+v_R\Big]\phi_i(\mathbf r)+\int\Sigma_{\rm sx}(\mathbf r,\mathbf r')\phi_i(\mathbf r')\,d^3r'=\varepsilon_i\phi_i(\mathbf r).\tag{1}$$

## The electron gas fixes the local remainder

In a uniform gas take $\Phi$ to be the unpolarised Fermi sphere, excluding symmetry-broken states. Kinetic and Hartree energies then cancel between the LDA decomposition of $F_{\rm int}$ and $F_S$, leaving $R/N=\varepsilon_{xc}-\varepsilon_{\rm sx}$. Applying this result at each point is the approximation that defines sX-LDA:

$$R[n]\approx\int n\,[\varepsilon_{xc}(n)-\varepsilon_{\rm sx}(n;k_s)]\,d^3r.\tag{2}$$

To find $\varepsilon_{\rm sx}$, use plane waves in a volume $V$. Only equal spins exchange, so

$$E_{\rm sx}=-\frac1V\sum_{\mathbf k,\mathbf k'}^{\rm occ}\frac{4\pi}{|\mathbf k-\mathbf k'|^2+k_s^2},$$

where the prefactor $\frac12$ for pairs has been cancelled by the two spins. For a fixed difference $\mathbf q$, the number of pairs is $N/2$ times the fractional overlap $O(q)$ of two Fermi spheres displaced by $q$. The overlap consists of two caps of height $h=k_F-q/2$, each of volume $\pi h^2(3k_F-h)/3$. Hence, for $q<2k_F$,

$$\begin{aligned}
O(q)&=\frac{(2\pi/3)(k_F-q/2)^2(2k_F+q/2)}{4\pi k_F^3/3}\\
&=\frac{2k_F^3-\frac32k_F^2q+\frac18q^3}{2k_F^3}
=1-\frac{3q}{4k_F}+\frac{q^3}{16k_F^3}.
\end{aligned}$$

Replacing the sum over $\mathbf q$ by $V\int d^3q/(2\pi)^3$ gives

$$\varepsilon_{\rm sx}=-\frac12\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi\,O(q)}{q^2+k_s^2}
=-\frac1\pi\int_0^{2k_F}\!\frac{q^2O(q)}{q^2+k_s^2}\,dq.$$

Set $q=k_Fy$, $\gamma=k_s/k_F$ and $\varepsilon_x=-3k_F/4\pi$. Then $\varepsilon_{\rm sx}=\varepsilon_xF(\gamma)$ with

$$F(\gamma)=\frac43\int_0^2\frac{y^2}{y^2+\gamma^2}\Big(1-\frac{3y}{4}+\frac{y^3}{16}\Big)dy.$$

Write $A=\arctan(2/\gamma)$ and $L=\ln(1+4/\gamma^2)$. Polynomial division reduces the three integrals to

$$\begin{aligned}
\int_0^2\frac{y^2\,dy}{y^2+\gamma^2}&=2-\gamma A,\\
\int_0^2\frac{y^3\,dy}{y^2+\gamma^2}&=2-\frac{\gamma^2}{2}L,\\
\int_0^2\frac{y^5\,dy}{y^2+\gamma^2}&=4-2\gamma^2+\frac{\gamma^4}{2}L.
\end{aligned}$$

Their weighted sum is $\frac34-\gamma A-\frac{\gamma^2}{8}+\big(\frac{3\gamma^2}{8}+\frac{\gamma^4}{32}\big)L$, and multiplication by $\frac43$ gives

$$F(\gamma)=1-\frac43\gamma A-\frac{\gamma^2}{6}+\Big(\frac{\gamma^2}{2}+\frac{\gamma^4}{24}\Big)L.\tag{3}$$

## The subtracted potential

Equation (1) needs the derivative of the energy density, not the energy per electron. At fixed $k_s$, $k_F\propto n^{1/3}$ implies $\varepsilon_x\propto n^{1/3}$ and $d\gamma/dn=-\gamma/3n$. Thus

$$v_{\rm sx}^{\rm loc}=\frac{d(n\varepsilon_xF)}{dn}
=\varepsilon_x\Big(\frac43F-\frac{\gamma F'}3\Big)
=-\frac{k_F}{\pi}G,\qquad G=F-\frac{\gamma F'}4.$$

For the derivative, use $A'=-2/(\gamma^2+4)$ and $L'=-8/[\gamma(\gamma^2+4)]$:

$$\begin{aligned}
\gamma F'={}&-\frac43\gamma A-\frac{\gamma^2}3+\Big(\gamma^2+\frac{\gamma^4}{6}\Big)L\\
&+\frac{\frac83\gamma^2-4\gamma^2-\frac13\gamma^4}{\gamma^2+4}.
\end{aligned}$$

The last fraction equals $-\gamma^2/3$. Therefore $\gamma F'/4=-\frac13\gamma A-\frac16\gamma^2+(\frac14\gamma^2+\frac1{24}\gamma^4)L$, and subtraction from (3) leaves

$$G(\gamma)=1-\gamma\arctan\frac2\gamma+\frac{\gamma^2}{4}\ln\Big(1+\frac4{\gamma^2}\Big).\tag{4}$$

The sX-LDA potential is

$$v_R(\mathbf r)=v_{xc}^{\rm LDA}(n(\mathbf r))+\frac{k_F(\mathbf r)}\pi\,G\!\left(\frac{k_s}{k_F(\mathbf r)}\right),\tag{5}$$

with $k_F(\mathbf r)=[3\pi^2n(\mathbf r)]^{1/3}$. The added term is positive because it removes a negative exchange potential.

## What cancels in a uniform gas

Acting on a plane wave, the operator gives

$$\Sigma_{\rm sx}(k)=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf k'|^2+k_s^2}.$$

Put $k=k_F$ and $\mathbf q=\mathbf k'-\mathbf k$. The condition $|\mathbf k+\mathbf q|<k_F$ requires $\cos\theta<-q/2k_F$, which leaves a solid angle $2\pi(1-q/2k_F)$. Using the first two integrals above,

$$\Sigma_{\rm sx}(k_F)=-\frac{k_F}\pi\int_0^2\frac{y^2}{y^2+\gamma^2}\Big(1-\frac y2\Big)dy=-\frac{k_F}{\pi}G=v_{\rm sx}^{\rm loc}.$$

The Fermi level of the uniform gas is therefore the LDA chemical potential for any fixed $k_s$. This is a useful check on an implementation, since it connects the nonlocal operator and the local derivative.

Away from the Fermi surface the terms do not cancel. At the band bottom,

$$\Sigma_{\rm sx}(0)=-\frac2\pi\int_0^{k_F}\frac{k'^2dk'}{k'^2+k_s^2}
=-\frac2\pi\Big[k_F-k_s\arctan\frac{k_F}{k_s}\Big].$$

The integral for $\Sigma_{\rm sx}(k)$ convolves two radially decreasing functions, so its magnitude falls with $k$. The bottom is lowered relative to the Fermi level, and the occupied band is wider than in LDA.

## Choosing the screening constant

In Thomas-Fermi theory $k_s^2=4\pi\,dn/d\mu$. With $n=k_F^3/3\pi^2$ and $\mu=k_F^2/2$, $dn/d\mu=k_F/\pi^2$, so $k_s^2=4k_F/\pi$. Here $k_F$ is evaluated once, at the mean density.

Suppose instead that $k_s$ followed $n(\mathbf r)$ in the subtracted energy while the operator kept a constant $k_s$. Then $\gamma\propto n^{-1/6}$. Using $\gamma F'=4(F-G)$, the derivative becomes

$$\varepsilon_x\Big(\frac43F-\frac{\gamma F'}6\Big)=\frac23\varepsilon_x(F+G)=-\frac{k_F}{2\pi}(F+G),$$

which does not cancel $\Sigma_{\rm sx}(k_F)$. The uniform-gas energy would still be right when both constants agree, but the Fermi level would not.

The mean density changes when the cell volume $V$ changes, and then $k_s\propto V^{-1/6}$. The derivative $dE/dV$, whose negative is the pressure, must then include $(\partial E/\partial k_s)(-k_s/6V)$. At stationary orbitals,

$$\frac{\partial E}{\partial k_s}=\frac14\iint|\rho|^2e^{-k_s|\mathbf r-\mathbf r'|}d^3r\,d^3r'-\int\frac{n\varepsilon_xF'}{k_F}\,d^3r.$$

The two terms cancel in the uniform gas, but need not cancel in a crystal.

## Two limits

As $k_s\to0$, $F$ and $G$ tend to 1. The method becomes full nonlocal exchange with LDA correlation. In a periodic calculation the $q=0$ exchange term then diverges and needs separate integration; at finite $k_s$ it equals $4\pi/k_s^2$.

For large $k_s$ and a smooth density matrix, expand

$$\frac{4\pi}{q^2+k_s^2}=\frac{4\pi}{k_s^2}-\frac{4\pi q^2}{k_s^4}+\cdots.$$

The first term is a contact interaction, giving $E_{\rm sx}\to-(\pi/k_s^2)\int n^2$ and an operator $-2\pi n/k_s^2$. On the local side, the integral for $G$ gives

$$G\to\frac1{\gamma^2}\int_0^2y^2\Big(1-\frac y2\Big)dy=\frac{2}{3\gamma^2},\qquad
v_{\rm sx}^{\rm loc}\to-\frac{2k_F^3}{3\pi k_s^2}=-\frac{2\pi n}{k_s^2}.$$

These leading terms cancel for any smooth density. LDA is recovered with a leading correction of order $k_s^{-4}$.

## Relation to static GW

The static screened-exchange part of a GW self-energy is $-\frac12\rho W$, where $W$ is the screened interaction at zero frequency. sX-LDA uses $W=w$. The static Coulomb-hole term would add half the limit of $w(s)-1/s$ at $s\to0$, namely $-k_s/2$. With constant $k_s$ this shifts all levels equally and leaves the gap unchanged. sX-LDA has the density-dependent potential (5) in its place, obtained from the electron-gas energy rather than from the Coulomb hole.

The Yukawa form screens completely at long distance, as a metal does. An insulator has a finite dielectric constant and retains a Coulomb tail, which this model omits. In a dilute or finite system the mean density may give no sensible $k_s$. Self-interaction is also only partly removed: for one doubly occupied orbital $|\rho|^2=n(\mathbf r)n(\mathbf r')$, so $E_{\rm sx}$ cancels the self-repulsion of the Yukawa part alone, and the rest is left to the local functional.

## Formulas for implementation

Use a crystal with $N_k$ Bloch vectors, cell volume $\Omega$, and normalised orbital coefficients $c_{j\mathbf k'}(\mathbf K)$. For doubly occupied bands $j$, the exchange matrix is

$$\begin{aligned}
\Sigma_{\mathbf G\mathbf G'}(\mathbf k)=-\frac1{N_k\Omega}\sum_{j\mathbf k'\mathbf K}&
c_{j\mathbf k'}(\mathbf K)\,c^*_{j\mathbf k'}(\mathbf K+\mathbf G'-\mathbf G)\\
&\times\frac{4\pi}{|\mathbf k+\mathbf G-\mathbf k'-\mathbf K|^2+k_s^2}.
\end{aligned}$$

There is no spin factor: exchange acts within one spin. The total energy follows from the eigenvalues after removing the double counting:

$$E=2\sum_i\varepsilon_i-U-E_{\rm sx}+\int n\,[\varepsilon_{xc}-\varepsilon_xF-v_R]\,d^3r.$$

Here $E_{\rm sx}$ is subtracted once because the eigenvalue sum contains it twice. At large $\gamma$, (3) and (4) involve strong cancellations; the logarithm should be evaluated with a function accurate for small $4/\gamma^2$. This delays the loss of digits but does not remove it, so for very large $\gamma$ the integrals for $F$ and $G$ should be expanded in powers of $1/\gamma^2$ instead.

## A model insulator

Consider a simple-cubic cell with $a=6$ bohr, two electrons, a neutralising background, and

$$v(\mathbf r)=-0.3\Big[\cos\frac{2\pi x}a+\cos\frac{2\pi y}a+\cos\frac{2\pi z}a\Big]\ \text{hartree}.$$

The mean density is $2/6^3=0.00926$ bohr$^{-3}$, so $k_F=0.6496$ bohr$^{-1}$. The Thomas-Fermi constant is $k_s=\sqrt{4(0.6496)/\pi}=0.9095$ bohr$^{-1}$, and $\gamma=1.400$. Equations (3) and (4) give $F=0.1491$ and $G=0.2008$.

At this density the bare exchange energy per electron is $-0.1551$ hartree. Its screened part is $-0.1551\times0.1491=-0.0231$ hartree. The local remainder is therefore $-0.1923+0.0231=-0.1692$ hartree per electron: most of the exchange-correlation energy stays local.

The subtracted potential is $-(0.6496/\pi)(0.2008)=-0.0415$ hartree, and direct quadrature of $\Sigma_{\rm sx}(k_F)$ agrees. At the band bottom $\Sigma_{\rm sx}(0)=-0.0544$ hartree, so the uniform-gas band widens by $0.0129$ hartree. Letting $k_s$ follow the density in the subtracted term would give $-0.0362$ hartree, misplacing the Fermi level by $-0.0415+0.0362\approx-0.005$ hartree.

The crystal was solved self-consistently on a $4\times4\times4$ mesh with plane waves up to $2(2\pi/a)$. Both methods place the valence maximum at $(\frac12,\frac12,\frac12)$ and the conduction minimum at $(\frac12,0,0)$, in units of $2\pi/a$, among the mesh points. The LDA gap is 0.138 hartree (3.8 eV); the sX-LDA gap is 0.166 hartree (4.5 eV).

First-order perturbation theory on the LDA orbitals shows where the opening comes from. The expectation value of $\Sigma_{\rm sx}-v_{\rm sx}^{\rm loc}$ is $-0.0221$ hartree at the valence top and $+0.0056$ hartree at the conduction bottom. The operator is negative on every state, because $w$ has a positive Fourier transform, while subtracting the local potential raises every state. The operator wins at the valence edge and the subtraction wins at the conduction edge. The predicted gap is

$$0.1382+0.0056+0.0221\approx0.166\ \text{hartree},$$

close to the self-consistent value, so orbital relaxation matters little for this gap.

The valence width changes from 0.161 to 0.164 hartree. This change is much smaller than the uniform-gas widening at the mean density, and its convergence was not checked.

The result depends on $k_s$. At 0.5, 1 and 2 times the Thomas-Fermi value, the gap is 0.215, 0.166 and 0.144 hartree. The first value is the most exposed to mesh error, because its interaction is the most sharply peaked at small $q$. On a $2\times2\times2$ mesh, the gap's departure from LDA falls by a factor of 15.3 between $k_s=8$ and 16 bohr$^{-1}$, near the factor of 16 expected from a $k_s^{-4}$ law.

On that smaller mesh the Thomas-Fermi sX-LDA gap is also 0.166 hartree, but the LDA gap is 0.135 instead of 0.138 hartree, so the agreement of the sX-LDA gaps is partly accidental. Raising the cutoff to $2.5(2\pi/a)$ on the smaller mesh lowers the sX-LDA gap by 0.002 hartree. On the $4\times4\times4$ mesh a cutoff of $3(2\pi/a)$ lowers both gaps by about 0.002 hartree, to 0.136 hartree (3.7 eV) in LDA and 0.1635 hartree (4.4 eV) in sX-LDA, while the opening stays near 0.027 to 0.028 hartree. The third decimal of the gaps quoted above is therefore not converged. A separate test rotated trial orbitals and compared the finite-difference slope of the total energy with the matrix of (1); both gave 0.22990 hartree per radian.

These checks establish consistency, not the accuracy of approximation (2). The density ranges from about $5\times10^{-5}$ to $0.080$ bohr$^{-3}$ (the maximum rises to 0.083 at a cutoff of $3(2\pi/a)$), far from uniform, while one constant describes the screening everywhere. Nor need the eigenvalue gap equal the fundamental gap: the exact $\delta R/\delta n$ may jump by a constant when an electron is added, a contribution that the smooth local form (2) lacks. The remaining values are in the numerical output.

## Numbers as computed

```
UNIFORM GAS AT THE MEAN DENSITY
lattice constant: 6.0 bohr
external amplitude per cosine: 0.3 hartree
mean density: 0.009259 bohr^-3
r_s: 2.9542 bohr
k_F: 0.64963 bohr^-1
Thomas-Fermi k_s: 0.90947 bohr^-1
gamma = k_s/k_F: 1.39998
F(gamma): 0.14910
G(gamma): 0.20085
bare exchange energy per electron: -0.15509 hartree
screened exchange energy per electron: -0.02312 hartree
LDA xc energy per electron: -0.19231 hartree
local remainder per electron: -0.16919 hartree
LDA xc potential: -0.25015 hartree
subtracted local potential v_sx_loc: -0.04153 hartree
Sigma_sx at k_F by quadrature: -0.04153 hartree
Sigma_sx at k=0: -0.05445 hartree
occupied-band widening: 0.01292 hartree
derivative if k_s followed n(r): -0.03618 hartree
largest error of F against quadrature: 4.2e-13
largest error of v_sx_loc, two routes: 5.6e-11 hartree
MODEL CRYSTAL, TESTS ON 2x2x2 MESH
energy slope, finite difference: 0.2299000 hartree/rad
energy slope, GKS matrix: 0.2299000 hartree/rad
energy slope at self-consistency: -1.8e-09 hartree/rad
contact-limit ratio, k_s=1000 bohr^-1: 0.999999
gap minus LDA gap, k_s=8 bohr^-1: 3.622e-05 hartree
gap minus LDA gap, k_s=16 bohr^-1: 2.373e-06 hartree
ratio of these two: 15.26
LDA gap, 2x2x2: 0.13504 hartree
sX-LDA gap, 2x2x2: 0.16628 hartree
sX-LDA gap, 2x2x2, cutoff 2.5 not 2.0 (2pi/a): 0.16419 hartree
MODEL CRYSTAL, 4x4x4 MESH, CUTOFF 2.0 (2pi/a)
lowest density on grid: 0.00005 bohr^-3
highest density on grid: 0.08002 bohr^-3
LDA valence top at k (2pi/a): [0.5 0.5 0.5]
LDA conduction bottom at k (2pi/a): [0.5 0.  0. ]
sX valence top at k (2pi/a): [0.5 0.5 0.5]
sX conduction bottom at k (2pi/a): [0.5 0.  0. ]
LDA total energy per cell: -0.63608 hartree
sX-LDA total energy per cell: -0.64508 hartree
LDA valence width: 0.16081 hartree
sX-LDA valence width: 0.16393 hartree
first-order shift of valence top: -0.02214 hartree
first-order shift of conduction bottom: 0.00560 hartree
first-order sX-LDA gap: 0.16598 hartree
LDA gap: 0.13824 hartree
sX-LDA gap, k_s = 0.5 x Thomas-Fermi: 0.21478 hartree
sX-LDA gap, k_s = 1.0 x Thomas-Fermi: 0.16556 hartree
sX-LDA gap, k_s = 2.0 x Thomas-Fermi: 0.14371 hartree
LDA gap converted: 3.762 eV
sX-LDA gap converted: 4.505 eV
```
